Effective Work Function from Potential Alignment, with Propagation of Alignment Errors

**1. What fails when the levels are not aligned**

A bulk calculation gives the Fermi level of a gate metal relative to the mean potential of that metal. Another gives the valence edge of an oxide relative to the mean potential of the oxide. Each calculation has its own zero of energy, so subtracting the two numbers does not give a barrier. An interface calculation supplies the missing difference of mean potentials, but this too can be misread. In the model computed below, reading the oxide potential at mid-layer instead of at the interface changes the effective work function by 0.20 eV, while the statistical scatter of that reading is about 0.02 eV. The result looks precise and is wrong.

The error estimate can fail as well. If one oxide valence edge enters two parts of the calculation, its error may cancel. Treating the two appearances as independent then gives too large an uncertainty. The alignment and its covariance must therefore be carried together.

**2. The quantity to be computed**

Electron energies are positive upward. Let E_F be the Fermi level of the gate, E_vs the silicon valence edge and E_vo the oxide valence edge. The silicon ionization energy I_s fixes a vacuum reference at E_vs + I_s. The effective work function W is the depth of the gate Fermi level below this reference when the silicon bands are flat and the oxide contains no charge:

W = I_s + E_vs − E_F. (1)

It is measured through the flat-band voltage V_FB of the gate relative to the silicon. A positive gate voltage lowers electron energies in the gate, so E_F = E_Fs − eV_FB, where E_Fs is the silicon Fermi level and e > 0. The work function of the doped silicon is Φ_s = I_s + E_vs − E_Fs. Subtracting it from (1) gives

W − Φ_s = E_Fs − E_F = eV_FB. (2)

Oxide charge changes this relation. Let a sheet charge Q per area lie at the silicon interface of an oxide with thickness t and permittivity ε. The field in the silicon is zero at flat band. Gauss's law then gives an oxide field −Q/ε, counted positive from gate to silicon. The gate potential minus the interface potential is this field times t, hence

V_FB = (W − Φ_s)/e − Qt/ε. (3)

For this charge distribution, extrapolation to t = 0 recovers W, provided that Q and the interface dipoles do not change with thickness.

**3. Three alignments on one scale**

Add and subtract E_vo in (1):

W = I_s + (E_vs − E_vo) − (E_F − E_vo)
  = I_s + Δ_v − φ_p. (4)

Here Δ_v is the silicon-oxide valence offset and φ_p is the hole barrier between metal and oxide. A deeper gate Fermi level lowers φ_p and raises W, as it should.

Let V_m and V_o be the mean potential energies of metal and oxide on a common scale. Bulk runs supply e_m = E_F − V_m and e_vo = E_vo − V_o. The interface run supplies L_mo = V_m − V_o. Therefore

φ_p = (V_m + e_m) − (V_o + e_vo)
    = e_m + L_mo − e_vo. (5)

The offset Δ_v may be supplied independently, for example by a measurement, or computed in the same way. With e_vs the silicon valence edge relative to its mean potential, and L_so the silicon mean potential minus that of the oxide,

Δ_v = e_vs + L_so − e_vo. (6)

These formulas require bulk-like interiors in the interface cells, the same definition of potential in bulk and interface runs, and the same strain. A correction to a bulk band edge may be added to e_vo if it refers to that same mean potential. The gate Fermi level must lie in the oxide gap. Otherwise charge can enter an oxide band and the field-free oxide is no longer a valid starting point.

If a thin interlayer i separates silicon from the high-k oxide, the total offset is

Δ_v = (E_vs − E_vi) + (E_vi − E_vo),

so both interfaces contribute, including their dipoles.

**4. Reading the lineup**

Inside a layer of period a, write the potential as

V(z) = α + F(z − z_I) + Σ_G V_G exp(iGz), G = 2πj/a, j ≠ 0.

The interface is at z_I, and F is a residual slope. Average V over a window of width a centred at z. Each harmonic is multiplied by

sin(Ga/2)/(Ga/2) = sin(πj)/(πj) = 0.

The linear term keeps its value at the centre, because its contributions from the two halves of the window cancel about that point. The cell average is thus α + F(z − z_I), provided that the window lies inside the bulk-like region.

A slope arises naturally in a periodic cell with two inequivalent interfaces. Let their lineups be L and L′, and let the metal be flat at V_m. The oxide potential is V_m − L at one side and V_m − L′ at the other, so

F = [(V_m − L′) − (V_m − L)]/t = (L − L′)/t. (7)

The lineup needed for the first interface is V_m − α. At mid-oxide, a distance X = t/2 away, one reads

L_mid = V_m − (α + FX) = L − FX = (L + L′)/2. (8)

The mid-layer reading is therefore the mean of two different interfaces. Since W contains −L_mo, its bias is +FX. If the interface plane is misplaced by δ towards the oxide interior, the same argument gives a bias Fδ. Extrapolation also assumes that the residual field has not altered the interface dipole itself. A real metal screens the field over a finite length λ. In a Thomas-Fermi estimate this lowers the extrapolated lineup below its zero-field value by ε_rFλ, where ε_r is the relative permittivity of the oxide, and L and L′ in (7) are then the lineups in the field. For ε_r = 20, F = 0.01 eV/Å and λ between 0.15 and 0.5 Å the shift is 0.03 to 0.10 eV, so for a high-k oxide a symmetric, field-free cell is preferable.

**5. Error of the extrapolated potential**

Take n oxide cell averages

y_j = α + Fx_j + η_j, x_j = z_j − z_I,

with independent errors η_j of zero mean and standard deviation s. Their centres are spaced by a and have mean X. Define S = Σ(x_j − X)². Least squares gives

F̂ = Σ(x_j − X)y_j/S, α̂ = ȳ − XF̂.

The variances are Var(ȳ) = s²/n and Var(F̂) = s²/S. Their covariance is s²Σ(x_j − X)/(nS) = 0. For equally spaced cells,

S = a²[Σj² − n(n + 1)²/4]
  = a²[n(n + 1)(2n + 1)/6 − n(n + 1)²/4]
  = a²n(n² − 1)/12.

Consequently,

Var(α̂) = s²/n + X²s²/S
       = s²[1/n + 12X²/(a²n(n² − 1))]. (9)

If the metal mean is taken from n cells with the same scatter and no fitted slope, it adds s²/n:

u_L² = s²[2/n + 12X²/(a²n(n² − 1))]. (10)

The second term is the price of extrapolation. A mid-layer reading avoids it but has squared bias F²X². Comparing mean-square errors, fitting is better when

F²X² > s²X²/S, or |F| > s/√S. (11)

The threshold is the standard error of the slope. If symmetry requires F = 0, that constraint should be imposed and the slope should not be fitted.

Correlated cell errors need another formula. The intercept is α̂ = Σw_jy_j with

w_j = 1/n − X(x_j − X)/S,

so its variance is Σ_jk w_jw_kC_jk for a covariance matrix C. Because Σw_j = 1, an error common to all oxide cells passes undiminished into α̂. More cells do not average it away. If the scatter comes from small dipole steps between cells, the errors accumulate along the layer, and (9) with s taken from the fit residuals underestimates the uncertainty of α̂.

**6. Propagation to the effective work function**

Consider first an independently supplied Δ_v. Variation of (4) and (5) gives

δW = δI_s + δΔ_v − δe_m − δL_mo + δe_vo. (12)

An oxide edge placed too high by b makes φ_p too small by b and W too large by b. A known bias of this kind should be corrected with its sign; the uncertainty u_o describes what remains. For independent errors,

u_W² = u_I² + u_Δ² + u_m² + u_L² + u_o². (13)

Now compute Δ_v from (6), with the same oxide edge as in (5):

W = I_s + (e_vs + L_so − e_vo) − (e_m + L_mo − e_vo)
  = I_s + e_vs + L_so − e_m − L_mo. (14)

The oxide edge cancels, and so does its error. If the remaining errors are independent,

u_W² = u_I² + u_s² + u_Lso² + u_m² + u_L². (15)

The same result follows from covariance. Both Δ_v and φ_p contain −e_vo, so Cov(Δ_v, φ_p) = u_o². In

Var(Δ_v − φ_p) = Var(Δ_v) + Var(φ_p) − 2Cov(Δ_v, φ_p),

the last term removes the two contributions u_o² from the variances. Omitting it adds 2u_o² to (15).

The cancellation depends on consistent use of the oxide edge. If its error is b₁ in the barrier and b₂ in the offset, the error of W is b₁ − b₂. Correcting the edge in one place alone therefore destroys the cancellation. Other shared errors need their covariances too. For instance, correlated errors of e_vs and e_m add −2Cov(e_vs, e_m) to (15), since these levels enter W with opposite signs.

Comparing (13) with (15), the computed offset gives the smaller variance when

u_s² + u_Lso² < u_Δ² + u_o². (16)

**7. A check through the conduction band**

Let E_cs and E_co be the silicon and oxide conduction edges, and let e_co be the latter relative to the oxide mean potential. With the silicon electron affinity χ_s = I_s − (E_cs − E_vs), the electron barrier φ_n = e_co − e_m − L_mo and the offset Δ_c = E_co − E_cs, a second estimate is

W_c = χ_s + φ_n − Δ_c. (17)

Subtract (4), using correct supplied offsets. The barriers add to the oxide gap used in the calculation, φ_n + φ_p = e_co − e_vo. The offsets add to the true oxide gap minus the silicon gap. Thus

W_c − W = −(E_cs − E_vs) + (e_co − e_vo) − (Δ_c + Δ_v)
        = (oxide gap used) − (true oxide gap). (18)

The lineup has dropped out. If the supplied offsets and the silicon gap are correct, a nonzero difference reveals an error of the oxide gap, but agreement does not establish the lineup. Nor does it exclude an equal shift of both oxide edges, which leaves the gap correct and moves both estimates of W.

**8. The procedure**

1. Compute e_m and e_vo in bulk cells with the strain and potential convention of the interface cell.
2. Average the interface potential over one local period, discard cells near the interfaces, and fit the oxide slope unless symmetry sets it to zero. In a semiconductor/oxide cell with inequivalent interfaces the semiconductor is not flat either, since ε_sF_s = ε_oF_o. Fit and extrapolate both sides, and add the second slope term to (10).
3. Extrapolate to the interface to obtain L_mo, then form φ_p from (5).
4. Supply Δ_v independently or compute it from (6), and evaluate (4).
5. Correct known biases with their signs. Propagate the remaining errors through (13) or (15), adding covariances for shared sources.
6. If conduction data and independently supplied offsets are available, evaluate (18) as a check of the oxide gap. An error in a supplied offset or in the silicon gap also contributes to the difference. With offsets computed from the same oxide edges, the oxide gap error cancels and the difference says nothing about the oxide gap.

**9. Worked example**

The example is a one-dimensional model with round parameters. Each cell contains an attractive well −U exp[−(z − z_j)²/(2w²)], and interface dipoles add potential steps D to the metal and semiconductor. The metal has a half-filled lowest band. The oxide and a silicon-like semiconductor each have a filled lowest band. Electron self-consistency, atomic relaxation and three-dimensional bands are left out, so the example tests the alignment and error formulas, not the accuracy of a material calculation.

The lineup can be checked by hand. Integrating one Gaussian and dividing by the period gives a mean potential D − Uw√(2π)/a. For the metal, U = 5.0 eV, w = 0.6 Å, a = 3.0 Å and D = 0.3 eV give −2.207 eV. For the oxide, U = 12.0 eV, w = 0.5 Å, a = 4.0 Å and D = 0 give −3.760 eV. Their difference is 1.553 eV, the value recovered from the periodic cell by averaging and extrapolation.

With e_m = 0.839 eV, e_vo = −1.144 eV, e_vs = 0.904 eV and L_so = 1.007 eV,

φ_p = 0.839 + 1.553 + 1.144 ≈ 3.54 eV,
Δ_v = 0.904 + 1.007 + 1.144 ≈ 3.06 eV,
W = 5.00 + 3.06 − 3.54 = 4.52 eV.

An independent calculation uses the complete metal/oxide/semiconductor stack and no mean potentials. The Schrödinger equation is integrated across one interior cell of each layer. The resulting transfer matrix has unit determinant, and its eigenvalues in an allowed band are exp(±ika), so half its trace is cos(ka). The oxide and semiconductor edges considered here lie at ka = π, where this is −1. The half-filled metal level lies at ka = π/2, where it is 0. The barrier, the offset and W from this calculation agree with the alignment procedure within the test tolerance of 10⁻⁵ eV.

*Residual slope.* The metal/oxide cell has an imposed slope F = 0.010 eV/Å (1 MV/cm), with no screening response of the metal, and X = 20 Å. The mid-oxide lineup is 1.353 eV, and W becomes 4.72 eV. The bias is 0.010 × 20 = 0.20 eV, as (8) predicts. The conduction route gives the same shifted value, so the closure check does not see this error.

*Oxide edge.* Making the wells of the bulk oxide run 10 percent too shallow raises e_vo, the valence edge relative to the mean potential, by 0.41 eV. With a correct supplied offset, W rises by the same amount to 4.93 eV. The conduction route gives 4.28 eV. Their difference, −0.64 eV, equals the gap error 5.42 − 6.06 eV. The valence estimate is too high by 0.41 eV and the conduction estimate too low by 0.24 eV, so their plain average would still be wrong. With a computed offset that uses the same poor edge, W remains 4.52 eV.

*Lineup uncertainty.* Choose s = 0.030 eV and n = 6. Then S = 16 × 6 × 35/12 = 280 Å², and

u(α̂) = 0.030 √(1/6 + 400/280) = 0.038 eV.

The metal mean contributes 0.030/√6 = 0.012 eV, so u_L = 0.040 eV. Without extrapolation it would be 0.017 eV. The slope threshold in (11) is 0.030/√280 ≈ 0.002 eV/Å. The actual slope is well above it, so fitting is justified despite the larger scatter.

*Total uncertainty.* Choose u_I = u_m = u_s = 0.05 eV, u_o = 0.15 eV and u_Δ = 0.10 eV. For a supplied offset, in eV²,

u_W² = 0.0025 + 0.0100 + 0.0025 + 0.0016 + 0.0225 = 0.0391,

which gives u_W = 0.20 eV. The oxide edge supplies more than half of this variance. The semiconductor/oxide lineup is read with the same s, n and X. Its model cell is symmetric, so both slopes could be set to zero. Here the oxide slope is fitted and the semiconductor is taken flat, which gives u_Lso = u_L. If the symmetry were really unknown, the semiconductor slope would have to be fitted too. With a = 5.0 Å and X = 25 Å this adds a second term 625/437.5 = 1.43 to the bracket in (10), so u_Lso = 0.054 eV, and u_W below would be 0.11 eV instead of 0.10 eV. For a computed offset,

u_W² = 3 × 0.0025 + 2 × 0.0016 = 0.0107,

which gives u_W = 0.10 eV. Ignoring the covariance would give 0.24 eV instead.

These formulas were tested with 3000 random samples. The depths of individual wells were varied, and the averaging and fitting were repeated for every sample. The oxide edge was varied through its bulk well depth and recomputed by diagonalization. The sampled standard deviations agree with the formulas within the test tolerance of 6 percent; the largest difference among them is about 1 percent, comparable with the expected relative sampling error 1/√(2 × 3000) = 1.3 percent. The values are listed in the numerical output.

For the chosen inputs, the result is W = 4.52 ± 0.20 eV with a supplied offset and 4.52 ± 0.10 eV with a computed one, where the intervals are one standard uncertainty. The smaller interval rests on the shared oxide edge and on independent errors of the other levels. It does not cover a changed interface structure, an unconverged layer thickness, charge in the oxide, correlated cell errors, or the change of the lineup caused by the residual field itself.

Table of computed values

```
metal: period 3.0 A, depth 5.0 eV, width 0.6 A, step 0.3 eV
oxide: period 4.0 A, depth 12.0 eV, width 0.5 A, step 0.0 eV
semicond.: period 5.0 A, depth 2.5 eV, width 1.0 A, step -1.5 eV
cells per layer: 10; cells in each fit: 6
dipole smoothing width: 1.0 A
residual oxide slope F: 0.010 eV/A
distance from interface to mid-oxide X: 20.0 A
semiconductor ionization energy I_s: 5.00 eV
bulk metal Fermi level e_m: 0.8391 eV
bulk oxide valence edge e_vo: -1.1442 eV
bulk oxide conduction edge e_co: 4.9179 eV
bulk semiconductor valence edge e_vs: 0.9042 eV
bulk semiconductor conduction edge e_cs: 2.0498 eV
metal-oxide lineup L_mo: 1.5533 eV
semiconductor-oxide lineup L_so: 1.0066 eV
hole barrier phi_p: 3.5366 eV
valence offset Delta_v: 3.0551 eV
EWF from algorithm: 4.5185 eV
EWF from complete stack: 4.5185 eV
absolute EWF difference: 9.0e-11 eV
metal-oxide lineup read at mid-oxide: 1.3533 eV
EWF with mid-oxide lineup: 4.7185 eV
EWF bias from mid-oxide reading: 0.2000 eV
closure with mid-oxide lineup: 0.0000 eV
poor-run oxide well scale: 0.90 (dimensionless)
poor oxide valence edge: -0.7366 eV
poor oxide valence-edge bias: 0.4076 eV
poor-edge EWF, supplied offset: 4.9261 eV
poor-edge EWF, conduction route: 4.2822 eV
poor-edge EWF, computed offset: 4.5185 eV
closure W_c - W with poor edges: -0.6439 eV
oxide gap from complete stack: 6.0621 eV
oxide gap from poor run: 5.4182 eV
cell-average scatter s: 0.030 eV
u_I, u_m, u_s: 0.05, 0.05, 0.05 eV
u_o, u_offset: 0.15, 0.10 eV
u of extrapolated oxide potential: 0.0379 eV
u of slab mean potential: 0.0122 eV
u_L with fitted slope, formula: 0.0398 eV
u_L with fitted slope, Monte Carlo: 0.0395 eV
u_L without extrapolation, formula: 0.0173 eV
u_L without extrapolation, Monte Carlo: 0.0172 eV
u_W with supplied offset, formula: 0.1977 eV
u_W with supplied offset, Monte Carlo: 0.2002 eV
u_W with computed offset, formula: 0.1033 eV
u_W with computed offset, Monte Carlo: 0.1039 eV
u_W with covariance wrongly ignored: 0.2359 eV
Monte Carlo samples: 3000
```
